# The energy estimator for a pair-product action: a numerical check

```python
# Result under test: for two particles the pair-product energy estimator
#   e = sum_i [1/(2 tau) - m_i (dx_i)^2/(2 tau^2)] + du/dtau     (one dimension)
# has the exact thermal energy as its mean for any number of slices M.
# u(x,x';tau) = -ln(rho_rel/rho_free): exact pair action of the relative motion,
# tau = beta/M: time step, mu: reduced mass, v: pair potential.
# Hartree atomic units throughout. For three particles the mean is not exact.
import numpy as np
from scipy.interpolate import RectBivariateSpline

m1, m2 = 1.0, 3.0
mu = m1 * m2 / (m1 + m2)
k_pair, A_bump, w_bump = 1.0, 3.0, 1.0
beta = 4.0


def v(x):
    return 0.5 * k_pair * x**2 + A_bump * np.exp(-x**2 / (2 * w_bump**2))


# ---- reference: diagonalization of the relative Hamiltonian (sinc basis) ----
def thermal_reference():
    step = 0.1
    idx = np.arange(-80, 81)
    diff = idx[:, None] - idx[None, :]
    safe = np.where(diff == 0, 1, diff)
    kin = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    kin = kin * np.where(diff % 2 == 0, 1.0, -1.0) / (2 * mu * step**2)
    levels = np.linalg.eigvalsh(kin + np.diag(v(idx * step)))
    boltz = np.exp(-beta * (levels - levels[0]))
    return levels, np.sum(levels * boltz) / np.sum(boltz)


levels, E_rel = thermal_reference()
E_total = E_rel + 1 / (2 * beta)

# ---- pair action by matrix squaring from a very short time ----
h = 0.04
half = 150
x = h * np.arange(-half, half + 1)
sep2 = (x[:, None] - x[None, :])**2
v_mean = 0.5 * (v(x)[:, None] + v(x)[None, :])


def log_free(tau):
    return 0.5 * np.log(mu / (2 * np.pi * tau)) - mu * sep2 / (2 * tau)


def pair_action(tau, n_square):
    t0 = tau / 2**n_square
    rho = np.exp(log_free(t0) - t0 * v_mean)
    for _ in range(n_square):
        rho = h * (rho @ rho)
    return log_free(tau) - np.log(rho)


def action_and_derivative(tau):
    n_square = int(np.floor(np.log2(tau / 0.003)))
    d = 1e-3 * tau
    u = pair_action(tau, n_square)
    du = (pair_action(tau + d, n_square) - pair_action(tau - d, n_square)) / (2 * d)
    return u, du


def path_mean(W, e, M):
    P = np.linalg.matrix_power(W, M - 1)
    return np.sum(P.T * W * e) / np.sum(P.T * W)


def path_spread(W, e, M):
    # standard deviation of the estimator averaged over the M links
    powers = [np.eye(len(W))]
    for _ in range(M - 1):
        powers.append(powers[-1] @ W)
    Z = np.sum(powers[M - 1].T * W)
    first = np.sum(powers[M - 1].T * W * e) / Z
    second = np.sum(powers[M - 1].T * W * e**2)
    We = W * e
    for s in range(1, M):
        left = We @ powers[s - 1]
        right = We @ powers[M - 1 - s]
        second += np.sum(left * right.T)
    return np.sqrt(second / (M * Z) - first**2)


print("TWO PARTICLES ON A LINE (energies in hartree)")
print(f"masses {m1:.1f}, {m2:.1f}; reduced mass {mu:.4f} m_e")
print(f"k = {k_pair:.1f} hartree/bohr^2, A = {A_bump:.1f} hartree, w = {w_bump:.1f} bohr")
print(f"beta = {beta:.1f} 1/hartree")
print(f"lowest relative levels: {levels[0]:.5f} {levels[1]:.5f} {levels[2]:.5f}")
print(f"exact relative thermal energy: {E_rel:.5f}")
print(f"centre-of-mass energy 1/(2 beta): {1 / (2 * beta):.5f}")
print(f"exact total thermal energy: {E_total:.5f}")

slices = [1, 2, 3, 4, 5, 8, 16]
tables, rows = {}, {}
for M in slices:
    tau = beta / M
    u, du = action_and_derivative(tau)
    tables[M] = (u, du)
    spring = 1 / (2 * tau) - mu * sep2 / (2 * tau**2)
    W = h * np.exp(log_free(tau) - u)
    W_prim = h * np.exp(log_free(tau) - tau * v_mean)
    part_s = path_mean(W, spring, M)
    part_u = path_mean(W, du, M)
    spread = path_spread(W, spring + du, M)
    naive = path_mean(W, spring + v_mean, M)
    primitive = path_mean(W_prim, spring + v_mean, M)
    rows[M] = (tau, part_s, part_u, part_s + part_u, spread, naive, primitive)

print("Relative motion, pair action: M, tau (1/hartree), spring part,")
print("  du/dtau part, total, spread of estimator")
for M in slices:
    r = rows[M]
    print(f"  {M:2d} {r[0]:.4f} {r[1]:.5f} {r[2]:.5f} {r[3]:.5f} {r[4]:.4f}")
print("Inexact alternatives: M, mean v in place of du/dtau, primitive action")
for M in slices:
    print(f"  {M:2d} {rows[M][5]:.5f} {rows[M][6]:.5f}")
worst = max(abs(rows[M][3] - E_rel) for M in slices)
print(f"largest |pair-action total - exact|: {worst:.1e}")
# tolerance: short-time start of the squaring and differences in tau
assert worst < 3e-5
for col in (5, 6):
    assert abs(rows[1][col] - E_rel) > 0.02
    assert abs(rows[16][col] - E_rel) < abs(rows[1][col] - E_rel)
assert rows[16][4] > rows[1][4]

# ---- time derivative from spatial derivatives of u (Bloch equation) ----
u1, du1 = tables[4]
tau1 = beta / 4
print(f"du/dtau at tau = {tau1:.1f}: x, x' (bohr), u, tau difference, Bloch equation")
for a, b in [(0.0, 0.0), (0.6, -0.4), (1.2, 0.8)]:
    i, j = half + round(a / h), half + round(b / h)
    c = u1[i - 2:i + 3, j]
    grad = (c[0] - 8 * c[1] + 8 * c[3] - c[4]) / (12 * h)
    lap = (-c[0] + 16 * c[1] - 30 * c[2] + 16 * c[3] - c[4]) / (12 * h**2)
    bloch = v(x[i]) - (x[i] - x[j]) * grad / tau1 + (lap - grad**2) / (2 * mu)
    print(f"  {x[i]:.1f} {x[j]:.1f} {u1[i, j]:.5f} {du1[i, j]:.5f} {bloch:.5f}")
    assert abs(bloch - du1[i, j]) < 5e-5

# ---- Monte Carlo with both particles' paths in laboratory coordinates ----
rng = np.random.default_rng(12345)
n_path, M_mc = 200000, 4


def free_closed_steps(mass):
    g = rng.normal(0.0, np.sqrt(tau1 / mass), (n_path, M_mc))
    return g - g.mean(axis=1, keepdims=True)


step1, step2 = free_closed_steps(m1), free_closed_steps(m2)
start = rng.uniform(-5.0, 5.0, (n_path, 1))
rel = np.hstack([start, start + np.cumsum(step1 - step2, axis=1)])
rel = np.clip(rel, x[0], x[-1])  # clipped paths carry negligible weight
u_spline = RectBivariateSpline(x, x, u1)
du_spline = RectBivariateSpline(x, x, du1)
u_path = u_spline.ev(rel[:, :-1], rel[:, 1:]).sum(axis=1)
weight = np.exp(-(u_path - u_path.min()))
e_link = (2 / (2 * tau1) - (m1 * step1**2 + m2 * step2**2) / (2 * tau1**2)
          + du_spline.ev(rel[:, :-1], rel[:, 1:]))
e_path = e_link.mean(axis=1)
E_mc = np.sum(weight * e_path) / np.sum(weight)
err_mc = np.sqrt(np.sum((weight * (e_path - E_mc))**2)) / np.sum(weight)
com_step = (m1 * step1 + m2 * step2) / (m1 + m2)
com_link = 1 / (2 * tau1) - (m1 + m2) * com_step**2 / (2 * tau1**2)
com_path = com_link.mean(axis=1)
com_err = com_path.std() / np.sqrt(n_path)
print(f"Monte Carlo, M = {M_mc}, {n_path} weighted paths:")
print(f"  total energy {E_mc:.4f} +- {err_mc:.4f} (one standard error)")
print(f"  centre-of-mass part {com_path.mean():.4f} +- {com_err:.4f}")
assert err_mc < 0.02 and abs(E_mc - E_total) < 4 * err_mc
assert abs(com_path.mean() - 1 / (2 * beta)) < 4 * com_err


# ---- harmonic pairs: Gaussian path integral for N equal particles ----
def harmonic_pair_energy(N, M, mass, k):
    tau = beta / M
    mu_p = mass / 2
    om = np.sqrt(k / mu_p)
    pairs = [(i, j) for i in range(N) for j in range(i)]
    unit = np.eye(N * M)

    def action(t):
        # u = const + a (x^2 + x'^2)/2 - b x x'
        const = 0.5 * np.log(np.sinh(om * t) / (om * t))
        a = mu_p * om / np.tanh(om * t) - mu_p / t
        b = mu_p * om / np.sinh(om * t) - mu_p / t
        S = np.zeros((N * M, N * M))
        for l in range(M):
            now, nxt = l * N, ((l + 1) % M) * N
            for i in range(N):
                d = unit[nxt + i] - unit[now + i]
                S += mass / t * np.outer(d, d)
            for i, j in pairs:
                p = unit[now + i] - unit[now + j]
                q = unit[nxt + i] - unit[nxt + j]
                S += a * (np.outer(p, p) + np.outer(q, q))
                S -= b * (np.outer(p, q) + np.outer(q, p))
        return const, S

    d = 1e-4 * tau
    (c_hi, S_hi), (c_lo, S_lo) = action(tau + d), action(tau - d)
    S = action(tau)[1]
    covariance = np.linalg.pinv(S, rcond=1e-10, hermitian=True)
    quad = 0.5 * np.sum(covariance * (S_hi - S_lo)) / (2 * d)
    return N / (2 * tau) + len(pairs) * (c_hi - c_lo) / (2 * d) + quad / M


def normal_mode_energy(N, mass, k):
    Om = np.sqrt(N * k / mass)
    return 1 / (2 * beta) + (N - 1) * 0.5 * Om / np.tanh(0.5 * beta * Om)


mass_h, k_h = 1.0, 1.0
ref2, ref3 = (normal_mode_energy(N, mass_h, k_h) for N in (2, 3))
print(f"Harmonic pairs, mass {mass_h:.1f} m_e, k = {k_h:.1f} hartree/bohr^2, same beta")
print(f"exact energy: N=2 {ref2:.6f}, N=3 {ref3:.6f}")
print("M, pair-product energy N=2, N=3, error for N=3")
err3 = {}
for M in [1, 2, 4, 8, 16, 32]:
    e2 = harmonic_pair_energy(2, M, mass_h, k_h)
    e3 = harmonic_pair_energy(3, M, mass_h, k_h)
    err3[M] = e3 - ref3
    print(f"  {M:2d} {e2:.6f} {e3:.6f} {err3[M]:.6f}")
    assert abs(e2 - ref2) < 1e-6
ratio = err3[16] / err3[32]
print(f"N=3 error ratio, M = 16 to 32: {ratio:.3f}")
assert abs(err3[4]) > 1e-3 and 3.5 < ratio < 4.5

print("finished without a failed check")
```

Running it gives:

```
TWO PARTICLES ON A LINE (energies in hartree)
masses 1.0, 3.0; reduced mass 0.7500 m_e
k = 1.0 hartree/bohr^2, A = 3.0 hartree, w = 1.0 bohr
beta = 4.0 1/hartree
lowest relative levels: 2.67418 3.00850 4.05243
exact relative thermal energy: 2.74806
centre-of-mass energy 1/(2 beta): 0.12500
exact total thermal energy: 2.87306
Relative motion, pair action: M, tau (1/hartree), spring part,
  du/dtau part, total, spread of estimator
   1 4.0000 0.12500 2.62306 2.74806 0.0385
   2 2.0000 0.14898 2.59908 2.74806 0.1556
   3 1.3333 0.16881 2.57925 2.74806 0.2157
   4 1.0000 0.18243 2.56563 2.74806 0.2670
   5 0.8000 0.19224 2.55582 2.74806 0.3125
   8 0.5000 0.20999 2.53807 2.74806 0.4260
  16 0.2500 0.22839 2.51967 2.74806 0.6472
Inexact alternatives: M, mean v in place of du/dtau, primitive action
   1 2.62178 2.36457
   2 2.64576 2.51601
   3 2.66559 2.60006
   4 2.67921 2.64814
   5 2.68902 2.67715
   8 2.70677 2.71643
  16 2.72518 2.73953
largest |pair-action total - exact|: 3.8e-06
du/dtau at tau = 1.0: x, x' (bohr), u, tau difference, Bloch equation
  0.0 0.0 2.82541 2.68870 2.68868
  0.6 -0.4 2.76036 2.64203 2.64204
  1.2 0.8 2.40347 2.46509 2.46510
Monte Carlo, M = 4, 200000 weighted paths:
  total energy 2.8739 +- 0.0015 (one standard error)
  centre-of-mass part 0.1245 +- 0.0007
Harmonic pairs, mass 1.0 m_e, k = 1.0 hartree/bohr^2, same beta
exact energy: N=2 0.837065, N=3 1.860448
M, pair-product energy N=2, N=3, error for N=3
   1 0.837065 2.131253 0.270805
   2 0.837065 2.055191 0.194743
   4 0.837065 1.960158 0.099710
   8 0.837065 1.897110 0.036662
  16 0.837065 1.871574 0.011126
  32 0.837065 1.863512 0.003064
N=3 error ratio, M = 16 to 32: 3.632
finished without a failed check
```
